# Systematic and Accidental Absences in Plane-Wave Fourier Coefficients: verification in Python

```python
"""Systematic and accidental absences of Fourier coefficients.

Result under test: a scalar field with f(W x + w) = f(x) for all operations
(W, w) of a space group has F(h W) = F(h) exp(2 pi i h.w).  Hence F(h) = 0
if an operation with h W = h has exp(2 pi i h.w) != 1, and only then is the
absence enforced by the group.  Other absences, found for spherical atoms on
special positions, disappear in a general invariant field.
Symbols: x fractional position, h integer index row (hkl), W rotation part,
w translation part, F(h) = cell average of f(x) exp(-2 pi i h.x).
Model crystal: diamond structure, cube edge a, local potential V, energies in
eV, lengths in angstrom; N(h) are density coefficients in electrons per
primitive cell.
"""
from itertools import permutations, product
from math import gcd
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(7)
TWO_PI_I = 2j * np.pi


def structure_sum(indices, positions, weights=None):
    """Explicit sum of exp(-2 pi i h.x) over point scatterers."""
    waves = np.exp(-TWO_PI_I * (np.asarray(indices) @ positions.T))
    return waves.sum(-1) if weights is None else waves @ weights


def coefficient(table, indices):
    """Read a periodic FFT table at integer indices of any sign."""
    i = np.mod(np.asarray(indices), table.shape[0])
    return table[i[..., 0], i[..., 1], i[..., 2]]


def stabilizer_mean(indices, rotations, shifts):
    """Mean phase over operations fixing h, and the number of them."""
    images = np.einsum('hi,nij->hnj', indices, rotations)
    fixed = np.all(images == indices[:, None, :], axis=2)
    phases = np.exp(TWO_PI_I * (indices @ shifts.T))
    return (fixed * phases).sum(1) / fixed.sum(1), fixed.sum(1)


def index_box(limit):
    box = np.array(list(product(range(-limit, limit + 1), repeat=3)))
    return box[np.any(box != 0, axis=1)]


# ---- all screw axes, placed away from the origin --------------------------
sixfold = np.array([[1, -1, 0], [1, 0, 0], [0, 0, 1]])
turns = {2: np.diag([-1, -1, 1]), 3: sixfold @ sixfold,
         4: np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]]), 6: sixfold}
seeds = rng.random((3, 3))
seed_weights = np.array([1.0, 0.7, 0.4])
axis_place = np.array([0.13, 0.29, 0.0])
orders = np.arange(1, 13)
print("Screw axes n_m: smallest present l of 00l, for m = 1..n-1")
for n, W in turns.items():
    first_present = []
    for m in range(1, n):
        w = (np.eye(3) - W) @ axis_place + np.array([0, 0, m / n])
        points, orbit = seeds.copy(), []
        for _ in range(n):
            orbit.append(points)
            points = points @ W.T + w
        orbit = np.vstack(orbit)
        weights = np.tile(seed_weights, n)
        on_axis = np.array([[0, 0, l] for l in orders])
        off_axis = np.array([[1, 2, l] for l in orders])
        present = np.abs(structure_sum(on_axis, orbit, weights)) > 1e-8
        assert np.array_equal(present, orders % (n // gcd(n, m)) == 0)
        assert np.all(np.abs(structure_sum(off_axis, orbit, weights)) > 1e-8)
        first_present.append(int(orders[present][0]))
    print(f"  n = {n}: {first_present}")

# ---- glide planes normal to the second axis, off the origin ---------------
for glide in ([0.5, 0, 0], [0, 0, 0.5], [0.5, 0, 0.5]):
    w = np.array(glide) + np.array([0, 2 * 0.17, 0])
    orbit = np.vstack([seeds, seeds * [1, -1, 1] + w])
    weights = np.tile(seed_weights, 2)
    for h, l in product(range(-3, 4), repeat=2):
        allowed = (h * glide[0] + l * glide[2]) % 1 == 0
        in_plane = abs(structure_sum([h, 0, l], orbit, weights))
        assert (in_plane > 1e-8) == allowed
        assert abs(structure_sum([h, 1, l], orbit, weights)) > 1e-8

# ---- generic smooth field with the symmetry P2_1/c ------------------------
mono_W = np.array([np.diag(d) for d in
                   ([1, 1, 1], [-1, 1, -1], [-1, -1, -1], [1, -1, 1])])
mono_w = np.array([[0, 0, 0], [0, .5, .5], [0, 0, 0], [0, .5, .5]])
axis24 = np.arange(24) / 24
grid24 = np.stack(np.meshgrid(axis24, axis24, axis24, indexing='ij'), -1)
harmonics = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1], [1, 1, 0],
                      [0, 1, -1], [1, -1, 1], [1, 0, 1]])
offsets = 2 * np.pi * rng.random(len(harmonics))


def shapeless(x):
    return np.exp(0.6 * np.cos(2 * np.pi * x @ harmonics.T + offsets).sum(-1))


field = sum(shapeless(grid24 @ W.T + w) for W, w in zip(mono_W, mono_w))
field_F = np.fft.fftn(field) / field.size
box3 = index_box(3)
mean_phase, _ = stabilizer_mean(box3, mono_W, mono_w)
enforced = np.abs(mean_phase) < 1e-9
size = np.abs(coefficient(field_F, box3))
assert size[enforced].max() < 1e-11 and size[~enforced].min() > 1e-8
H, K, L = box3.T
assert np.array_equal(enforced, ((K == 0) & (L % 2 != 0))
                      | ((H == 0) & (L == 0) & (K % 2 != 0)))
for W, w in zip(mono_W, mono_w):
    gap_F = coefficient(field_F, box3 @ W) - coefficient(field_F, box3) \
        * np.exp(TWO_PI_I * (box3 @ w))
    assert np.abs(gap_F).max() < 1e-11
print(f"P2_1/c smooth field, |h|,|k|,|l| <= 3: absent {enforced.sum()}"
      f" of {len(box3)}")
print(f"  largest absent |F| = {size[enforced].max():.1e},"
      f" smallest present |F| = {size[~enforced].min():.1e}")

site = np.array([0.05, 0.07, 0.11])
orbit4 = np.array([W @ site + w for W, w in zip(mono_W, mono_w)])
F110, F010 = structure_sum([[1, 1, 0], [0, 1, 0]], orbit4)
assert abs(F110 + 4 * np.sin(2 * np.pi * site[0])
           * np.sin(2 * np.pi * site[1])) < 1e-12
assert abs(F010) < 1e-12
assert np.abs(structure_sum([[1, 1, 0], [0, 1, 0]], mono_w)).max() < 1e-12
print(f"P2_1/c point orbit at x,y,z = {site.tolist()}:")
print(f"  F(110) = {F110.real:.4f}, |F(010)| = {abs(F010):.1e}")

# ---- diamond-structure group Fd-3m, origin on an atom ---------------------
centrings = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
bond = np.array([0.25, 0.25, 0.25])
cubic_W, cubic_w = [], []
for order, signs in product(permutations(range(3)), product((1, -1), repeat=3)):
    W = np.zeros((3, 3), dtype=int)
    W[range(3), order] = signs
    for c in centrings:
        cubic_W.append(W)
        cubic_w.append(c + (bond if np.prod(signs) < 0 else 0 * bond))
cubic_W, cubic_w = np.array(cubic_W), np.array(cubic_w)

general = np.vstack([cubic_W @ s + cubic_w for s in seeds[:2]])
general_weights = np.repeat([1.0, 0.6], len(cubic_W))
box2 = index_box(2)
F_box2 = structure_sum(box2, general, general_weights)
for W, w in zip(cubic_W[::4], cubic_w[::4]):
    moved = structure_sum(box2 @ W, general, general_weights)
    assert np.abs(moved - F_box2 * np.exp(TWO_PI_I * (box2 @ w))).max() < 1e-9

box4 = index_box(4)
general_F = np.abs(structure_sum(box4, general, general_weights))
mean_phase, _ = stabilizer_mean(box4, cubic_W, cubic_w)
enforced = np.abs(mean_phase) < 1e-9
assert general_F[enforced].max() < 1e-9 and general_F[~enforced].min() > 1e-6
f_lattice = np.ptp(box4 % 2, axis=1) == 0
twice_odd = f_lattice & (box4[:, 0] % 2 == 0) & (box4.sum(1) % 4 == 2)
has_zero = np.prod(box4, axis=1) == 0
assert np.array_equal(enforced, ~f_lattice | (twice_odd & has_zero))

atoms = np.unique(np.round(cubic_w % 1, 9), axis=0)
atom_S = np.abs(structure_sum(box4, atoms))
accidental = (atom_S < 1e-9) & ~enforced
assert len(atoms) == 8
assert np.array_equal(accidental, twice_odd & ~has_zero)
print("Fd-3m, |h|,|k|,|l| <= 4, F-lattice reflections only:")
print(f"  total {f_lattice.sum()}, systematic absences"
      f" {(enforced & f_lattice).sum()}, accidental at 8a {accidental.sum()}")

# ---- averaging one plane wave over the group ------------------------------
axis16 = np.arange(16) / 16
grid16 = np.stack(np.meshgrid(axis16, axis16, axis16, indexing='ij'),
                  -1).reshape(-1, 3)
print("hkl: ops fixing it (of 192), mean phase, |F| general, |S| at 8a")
for h in ([1, 1, 1], [2, 0, 0], [2, 2, 0], [2, 2, 2], [4, 0, 0],
          [4, 2, 0], [4, 4, 2]):
    h = np.array(h)
    mean, count = stabilizer_mean(h[None], cubic_W, cubic_w)
    averaged = np.zeros(len(grid16), dtype=complex)
    for W, w in zip(cubic_W, cubic_w):
        averaged += np.exp(TWO_PI_I * (grid16 @ (h @ W) + h @ w)) / 192
    found = np.mean(averaged * np.exp(-TWO_PI_I * (grid16 @ h)))
    assert abs(found - count[0] / 192 * mean[0]) < 1e-12
    print(f"  {''.join(map(str, h))}: {count[0]:3d}  {abs(mean[0]):.0f}"
          f"  {abs(structure_sum(h, general, general_weights)):8.3f}"
          f"  {abs(structure_sum(h, atoms)):6.3f}")

# ---- site-allowed xyz term on Gaussian atoms ------------------------------
a = 5.4
alpha, beta = 2.0, 0.5


def gaussian_crystal(octupole):
    total = np.zeros((24, 24, 24))
    for shift, sign in ((0 * bond, 1), (bond, -1)):
        for c in centrings:
            even, odd = [], []
            for start in c + shift:
                d = a * (axis24[:, None] - start - np.arange(-3, 4)[None])
                g = np.exp(-alpha * d**2)
                even.append(g.sum(1))
                odd.append((d * g).sum(1))
            total += np.einsum('i,j,k->ijk', *even)
            total += sign * octupole * np.einsum('i,j,k->ijk', *odd)
    return np.fft.fftn(total) / total.size


round_F, shaped_F = gaussian_crystal(0.0), gaussian_crystal(beta)
for h in ([2, 2, 2], [4, 4, 2], [-2, 2, 2], [2, 0, 0], [4, 2, 0]):
    G = 2 * np.pi * np.array(h) / a
    formula = (8j / a**3) * beta * np.prod(G) / (8 * alpha**3) \
        * (np.pi / alpha)**1.5 * np.exp(-G @ G / (4 * alpha))
    assert abs(coefficient(round_F, h)) < 1e-14
    assert abs(coefficient(shaped_F, h) - formula) < 1e-13
print(f"Gaussian atoms, alpha = {alpha} 1/A^2, xyz factor {beta} 1/A^3:")
print(f"  F(222) round {abs(coefficient(round_F, [2, 2, 2])):.1e},"
      f" with xyz {coefficient(shaped_F, [2, 2, 2]).imag:.5f} i")
print(f"  |F(200)| with xyz {abs(coefficient(shaped_F, [2, 0, 0])):.1e}")

# ---- plane-wave model crystal ---------------------------------------------
kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e20
unit = kinetic * (2 * np.pi / a)**2
form = np.zeros(700)
for squared, value in {3: -3.0, 4: -2.0, 8: 0.5, 11: 1.0, 12: 1.0}.items():
    form[squared] = value
M = 32
recip = np.array([h for h in product(range(-7, 8), repeat=3)
                  if len({i % 2 for i in h}) == 1])
steps = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])


def potential(h, mismatch=0.0):
    """V(h) of two spherical atoms with strengths 1 +- mismatch."""
    h = np.asarray(h)
    phase = np.exp(-TWO_PI_I * h.sum(-1) / 4)
    return form[(h**2).sum(-1)] * (1 + mismatch + (1 - mismatch) * phase) / 2


def solve(mesh, cutoff, bands=4, scale=1.0, mismatch=0.0):
    density = np.zeros((M, M, M))
    top, bottom = -np.inf, np.inf
    for n in product(range(mesh), repeat=3):
        k = np.array(n) @ steps / mesh
        energy = unit * ((recip + k)**2).sum(1)
        basis = recip[energy < cutoff]
        matrix = scale * potential(basis[:, None] - basis[None], mismatch)
        matrix = matrix + np.diag(energy[energy < cutoff])
        levels, vectors = np.linalg.eigh(matrix)
        top, bottom = max(top, levels[bands - 1]), min(bottom, levels[bands])
        for band in range(bands):
            wave = np.zeros((M, M, M), dtype=complex)
            wave[tuple((basis % M).T)] = vectors[:, band]
            density += 2 * np.abs(np.fft.ifftn(wave) * M**3)**2 / mesh**3
    return np.fft.fftn(density) / M**3, density, bottom - top


N, density, gap = solve(4, 150.0)
assert gap > 0.1 and abs(coefficient(N, [0, 0, 0]) - 8) < 1e-10
for W, w in zip(cubic_W[::4], cubic_w[::4]):
    h = box4[f_lattice]
    error = coefficient(N, h @ W) - coefficient(N, h) \
        * np.exp(TWO_PI_I * (h @ w))
    assert np.abs(error).max() < 1e-9
assert abs(potential([2, 2, 2])) < 1e-12 and abs(potential([2, 0, 0])) < 1e-12
assert abs(coefficient(N, [2, 0, 0])) < 1e-10
assert abs(coefficient(N, [2, 2, 2])) > 1e-3
assert abs(coefficient(N, [2, 2, 2]).real) < 1e-10

print(f"Model crystal: a = {a} A, cutoff 150 eV, 4x4x4 k-mesh")
print("  form factors (eV) 111, 200, 220, 311, 222: "
      + ", ".join(f"{form[s]:.1f}" for s in (3, 4, 8, 11, 12)))
print(f"  gap on the mesh = {gap:.3f} eV")
print("  hkl: |V| in eV, |N| in electrons per primitive cell")
for h in ([1, 1, 1], [2, 0, 0], [2, 2, 0], [2, 2, 2]):
    print(f"  {''.join(map(str, h))}: {abs(potential(h)):.4f}"
          f"  {abs(coefficient(N, h)):.5f}")

# Contribution of the eight 222 waves at the midpoint of a bond.
volume = a**3 / 4
star = np.array(list(product((2, -2), repeat=3)))
middle = bond / 2
centred = coefficient(N, [2, 2, 2]) * np.exp(TWO_PI_I * middle.sum() * 2)
star_value = (coefficient(N, star)
              * np.exp(TWO_PI_I * (star @ middle))).sum() / volume
assert abs(centred.imag) < 1e-10
assert abs(star_value - 8 * centred / volume) < 1e-10
bohr = const.physical_constants['Bohr radius'][0] * 1e10
print(f"  N(222), origin at bond midpoint = {centred.real:.5f} electrons")
print(f"  222 star at bond midpoint = {star_value.real:.5f} e/A^3"
      f" = {star_value.real * bohr**3:.6f} e/bohr^3")
print(f"  total density at bond midpoint = {density[4, 4, 4] / volume:.5f}"
      " e/A^3")

N_mesh, _, _ = solve(2, 150.0)
N_cut, _, _ = solve(4, 100.0)
print(f"  |N(222)| with 2x2x2 mesh {abs(coefficient(N_mesh, [2, 2, 2])):.5f},"
      f" with 100 eV {abs(coefficient(N_cut, [2, 2, 2])):.5f}")

N_unequal, _, gap_unequal = solve(2, 150.0, mismatch=0.1)
assert gap_unequal > 0 and abs(coefficient(N_unequal, [2, 0, 0])) > 1e-3
print("Control, atom strengths 1.1 and 0.9, 2x2x2 mesh:")
print(f"  |N(200)| = {abs(coefficient(N_unequal, [2, 0, 0])):.5f} electrons")

# ---- two-step paths through the potential ---------------------------------
V_table = np.zeros((M, M, M), dtype=complex)
V_table[tuple((recip % M).T)] = potential(recip)
V_real = np.fft.ifftn(V_table) * M**3
assert np.abs(V_real.imag).max() < 1e-10
V_squared = np.fft.fftn(V_real.real**2) / M**3
print("Two-step paths within the 111 family (imaginary parts, eV^2):")
for target in ([2, 2, 2], [2, 0, 0]):
    target = np.array(target)
    paths = [potential(g) * potential(target - g) for g in recip
             if g @ g == 3 and (target - g) @ (target - g) == 3]
    full = (potential(recip) * potential(target - recip)).sum()
    assert abs(full - coefficient(V_squared, target)) < 1e-10
    assert (abs(sum(paths)) > 1e-3) == bool(np.all(target != 0))
    assert (abs(full) > 1e-3) == bool(np.all(target != 0))
    listed = ", ".join(f"{p.imag:+.2f}" for p in paths)
    print(f"  {''.join(map(str, target))}: {listed};"
          f" |V^2| all paths {abs(full):.3f}")

# ---- order in the potential of the lowest Gamma state ---------------------
weak, _, _ = solve(1, 150.0, bands=1, scale=0.01)
double, _, _ = solve(1, 150.0, bands=1, scale=0.02)
powers = [np.log2(abs(coefficient(double, h)) / abs(coefficient(weak, h)))
          for h in ([1, 1, 1], [2, 2, 2])]
assert abs(powers[0] - 1) < 0.05 and abs(powers[1] - 2) < 0.05
assert abs(coefficient(double, [2, 0, 0])) < 1e-12
print("Lowest Gamma state, potential scaled by 0.01 and 0.02:")
print(f"  power of scale: N(111) {powers[0]:.3f}, N(222) {powers[1]:.3f}")

print("done: every assertion held")
```

Running it gives:

```
Screw axes n_m: smallest present l of 00l, for m = 1..n-1
  n = 2: [2]
  n = 3: [3, 3]
  n = 4: [4, 2, 4]
  n = 6: [6, 3, 2, 3, 6]
P2_1/c smooth field, |h|,|k|,|l| <= 3: absent 32 of 342
  largest absent |F| = 1.6e-16, smallest present |F| = 4.2e-05
P2_1/c point orbit at x,y,z = [0.05, 0.07, 0.11]:
  F(110) = -0.5263, |F(010)| = 2.5e-16
Fd-3m, |h|,|k|,|l| <= 4, F-lattice reflections only:
  total 188, systematic absences 30, accidental at 8a 32
hkl: ops fixing it (of 192), mean phase, |F| general, |S| at 8a
  111:  24  1   126.707   5.657
  200:  32  0     0.000   0.000
  220:  16  1    14.082   8.000
  222:  24  1    79.358   0.000
  400:  32  1    62.639   8.000
  420:   8  0     0.000   0.000
  442:   8  1     1.890   0.000
Gaussian atoms, alpha = 2.0 1/A^2, xyz factor 0.5 1/A^3:
  F(222) round 9.3e-19, with xyz 0.00129 i
  |F(200)| with xyz 1.5e-18
Model crystal: a = 5.4 A, cutoff 150 eV, 4x4x4 k-mesh
  form factors (eV) 111, 200, 220, 311, 222: -3.0, -2.0, 0.5, 1.0, 1.0
  gap on the mesh = 0.927 eV
  hkl: |V| in eV, |N| in electrons per primitive cell
  111: 2.1213  1.69726
  200: 0.0000  0.00000
  220: 0.5000  0.24748
  222: 0.0000  0.52895
  N(222), origin at bond midpoint = 0.52895 electrons
  222 star at bond midpoint = 0.10749 e/A^3 = 0.015929 e/bohr^3
  total density at bond midpoint = 0.70251 e/A^3
  |N(222)| with 2x2x2 mesh 0.64074, with 100 eV 0.50803
Control, atom strengths 1.1 and 0.9, 2x2x2 mesh:
  |N(200)| = 0.24493 electrons
Two-step paths within the 111 family (imaginary parts, eV^2):
  222: +4.50; |V^2| all paths 16.500
  200: +4.50, -4.50, -4.50, +4.50; |V^2| all paths 0.000
Lowest Gamma state, potential scaled by 0.01 and 0.02:
  power of scale: N(111) 0.998, N(222) 1.999
done: every assertion held
```
